# Singlet-Triplet Mixing in the Fine Structure of High-L Helium: a program that tests the result

```python
# Result under test: magnetic fine structure of helium 1s nL states, L >= 2.
# Basis: singlet J=L, triplet J=L, triplet J=L+1, triplet J=L-1.
#   beta = alpha^2 <r^-3>,  K = exchange integral (singlet +K, triplet -K)
#   W = (3/4) beta sqrt(L(L+1)) couples the two J=L states
#   tan(2 theta) = 2W / (2K + beta/4); sin^2(theta) = singlet weight of the
#   lower J=L state. Mixing is strong once K falls to W or below.
# Electron 1 is the inner one (1s, charge 2), electron 2 the outer (charge 1).
# Hartree atomic units inside; energies are printed in MHz.
import numpy as np
from math import factorial, sqrt, pi
from scipy.constants import fine_structure, physical_constants
from scipy.special import eval_genlaguerre, lpmv, spherical_jn

HARTREE_MHZ = physical_constants['hartree-hertz relationship'][0] * 1e-6


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def radial(n, l, r):
    """Hydrogenic radial function for nuclear charge 1."""
    norm = sqrt((2 / n)**3 * factorial(n - l - 1) / (2 * n * factorial(n + l)))
    x = 2 * r / n
    return norm * np.exp(-x / 2) * x**l * eval_genlaguerre(n - l - 1, 2*l + 1, x)


def transition(n, l, r):
    """r^2 times the product of the He+ 1s and outer radial functions."""
    return r**2 * 2 * 2**1.5 * np.exp(-2 * r) * radial(n, l, r)


def exchange_slater(n, l):
    r, w = gauss(0, 25, 240)
    x, v = gauss(0, 1, 120)
    s = r[:, None] * x[None, :]
    inner = r * ((transition(n, l, s) * s**l) @ v)
    return 2 / (2*l + 1) * np.sum(w * transition(n, l, r) * r**(-l - 1.0) * inner)


def exchange_momentum(n, l):
    """Same integral from the Fourier transform of the transition density."""
    r, w = gauss(0, 25, 900)
    q, v = gauss(0, 40, 300)
    h = spherical_jn(l, q[:, None] * r[None, :]) @ (w * transition(n, l, r))
    return 2 / pi * np.sum(v * h**2)


def exchange_estimate(n, l):
    """Upper estimate: outer function replaced by its leading power C r^l."""
    c2 = ((2 / n)**(2*l + 3) * factorial(n + l)
          / (2 * n * factorial(n - l - 1) * factorial(2*l + 1)**2))
    return (32 * c2 * factorial(2*l + 2) * (2*l + 5)
            / ((2*l + 1) * 4.0**(2*l + 4)))


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1).astype(complex)
    down = up.conj().T
    return [(up + down) / 2, (up - down) / 2j, np.diag(m).astype(complex)]


def direction_products(l):
    """Matrices of n_i n_j between spherical harmonics, by quadrature."""
    mu, wmu = gauss(-1, 1, 2*l + 8)
    nphi = 4*l + 12
    phi = 2 * pi * np.arange(nphi) / nphi
    c, f = [a.ravel() for a in np.meshgrid(mu, phi, indexing='ij')]
    weight = np.repeat(wmu, nphi) * 2 * pi / nphi
    rows = []
    for m in range(l, -l - 1, -1):
        k = abs(m)
        norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
        y = norm * lpmv(k, l, c) * np.exp(1j * k * f)
        rows.append(y if m >= 0 else (-1)**k * y.conj())
    y = np.array(rows)
    st = np.sqrt(1 - c**2)
    n = [st * np.cos(f), st * np.sin(f), c]
    return [[(y.conj() * (weight * n[i] * n[j])) @ y.T for j in range(3)]
            for i in range(3)]


def uncoupled(l, beta, k):
    """Diagonalize the Hamiltonian in the product space of l, s1 and s2."""
    e2, el = np.eye(2), np.eye(2*l + 1)
    half = angular_momentum(0.5)
    orb = [np.kron(a, np.eye(4)) for a in angular_momentum(l)]
    s1 = [np.kron(el, np.kron(a, e2)) for a in half]
    s2 = [np.kron(el, np.kron(e2, a)) for a in half]
    ident = np.eye(4 * (2*l + 1))
    ls1 = sum(a @ b for a, b in zip(orb, s1))
    ls2 = sum(a @ b for a, b in zip(orb, s2))
    ss = sum(a @ b for a, b in zip(s1, s2))
    nn = direction_products(l)
    tensor = ss - 3 * sum(np.kron(nn[i][j], np.eye(4)) @ s1[i] @ s2[j]
                          for i in range(3) for j in range(3))
    ham = beta/2 * (ls2 - 2*ls1) + beta * tensor - k * (ident/2 + 2*ss)
    assert np.allclose(ham, ham.conj().T, atol=1e-10)
    energy, vec = np.linalg.eigh(ham)
    top = vec[:, -(2*l + 1):]          # upper J=L multiplet

    def mean(op):
        return np.trace(top.conj().T @ op @ top).real / (2*l + 1)
    jsq = sum((a + b + c) @ (a + b + c) for a, b, c in zip(orb, s1, s2))
    assert abs(mean(jsq) - l*(l + 1)) < 1e-7
    return energy, mean(ident/4 - ss), mean(ls1), mean(ls2)


def four_levels(l, beta, k):
    """Derived formulas: (upper J=L, lower J=L, J=L+1, J=L-1), weight, W."""
    w = 0.75 * beta * sqrt(l*(l + 1))
    gap = 2*k + beta/4
    root = np.hypot(gap, 2*w)
    levels = np.array([-beta/8 + root/2, -beta/8 - root/2,
                       -k - beta*l*(2*l + 1)/(4*(2*l + 3)),
                       -k + beta*(l + 1)*(2*l + 1)/(4*(2*l - 1))])
    return levels, 0.5 * (1 - gap/root), w


# Average of the electron-electron field over the 1s core, done in space
def core_field(r):
    mu, wmu = gauss(-1, 1, 200)
    total = 0.0
    for a, b in ((0, r), (r, r + 8)):
        s, ws = gauss(a, b, 200)
        dist = np.sqrt(np.maximum(r*r + s[:, None]**2 + 2*r*s[:, None]*mu, 0))
        total -= 2*pi * ws @ (8/pi * np.exp(-4*dist)) @ (wmu * mu)
    return total


def outside(r):
    return np.exp(-4*r) * (1 + 4*r + 8*r*r)    # core charge beyond r


for r in (0.5, 0.8, 1.5):
    assert abs(core_field(r) * r*r - (1 - outside(r))) < 1e-5
    h = 0.02
    slope = (8*(core_field(r + h) - core_field(r - h))
             - core_field(r + 2*h) + core_field(r - 2*h)) / (12*h)
    numeric = -r**3/3 * (slope - core_field(r)/r)
    formula = 1 - outside(r) - r * 32*r*r*np.exp(-4*r) / 3
    assert abs(numeric - formula) < 1e-3       # finite-difference error

# Level formulas, mixing and spin alignment against the product space
for l in (2, 3, 4, 7):
    for k in (0.0, 0.3, 3.0, 40.0):
        levels, weight, w = four_levels(l, 1.0, k)
        energy, singlet, a1, a2 = uncoupled(l, 1.0, k)
        expected = np.sort(np.repeat(levels, [2*l+1, 2*l+1, 2*l+3, 2*l-1]))
        assert np.allclose(energy, expected, atol=1e-9)
        assert abs(singlet - (1 - weight)) < 1e-9
        sin2 = 2 * sqrt(weight * (1 - weight))
        assert abs(a2 - a1 - sin2 * sqrt(l*(l + 1))) < 1e-7
        assert abs(a2 + a1 + weight) < 1e-7

n = 10
print(f"fine-structure constant alpha = {fine_structure:.9f}")
print(f"1 hartree = {HARTREE_MHZ:.6e} MHz")
print(f"principal quantum number n = {n}")
data = {}
for l in range(2, 8):
    r, wr = gauss(0, 500, 700)
    density = wr * radial(n, l, r)**2 / r
    inv_cube = 1 / (n**3 * l * (l + 0.5) * (l + 1))
    assert abs(density.sum() / inv_cube - 1) < 1e-8
    penetration = np.sum(density * outside(r)) / inv_cube
    assert penetration < (0.03 if l == 2 else 1e-3)
    beta = fine_structure**2 * inv_cube
    k = exchange_slater(n, l)
    assert abs(exchange_momentum(n, l) / k - 1) < 1e-5
    ratio = k / exchange_estimate(n, l)
    assert 0.1 < ratio < 1
    _, weight, w = four_levels(l, beta, k)
    _, singlet, _, _ = uncoupled(l, 1.0, k / beta)
    assert abs(singlet - (1 - weight)) < 1e-8
    data[l] = (beta, k, w, weight)
    print(f"L={l}: beta={beta*HARTREE_MHZ:.4f} MHz, W={w*HARTREE_MHZ:.4f} MHz, "
          f"K={k*HARTREE_MHZ:.4g} MHz")
    print(f"   K/W={k/w:.4g}, singlet weight of lower J=L state={weight:.4g}")
    print(f"   K/(upper estimate K0)={ratio:.3f}, "
          f"penetration fraction of <r^-3>={penetration:.2e}")

print(f"from L=3 to L=4: K falls by factor {data[3][1]/data[4][1]:.1f}, "
      f"W by factor {data[3][2]/data[4][2]:.3f}")

# Does the conclusion survive a large error in the first-order exchange?
for l in (2, 3, 4):
    beta, k, w, weight = data[l]
    low = four_levels(l, beta, 5*k)[1]
    high = four_levels(l, beta, k/5)[1]
    print(f"L={l}: singlet weight with 5K: {low:.4g}, with K/5: {high:.4g}")
    if l == 2:
        assert high < 0.01
    if l == 4:
        assert low > 0.4
beta, k, w, weight = data[2]
weak = (w / (2*k))**2
assert abs(weak / weight - 1) < 0.01
print(f"L=2: weak-mixing estimate (W/2K)^2 = {weak:.4g}")

l = 4
beta, k, w, weight = data[l]
levels, _, _ = four_levels(l, beta, k)
for name, value in zip(("upper J=4", "lower J=4", "J=5", "J=3"), levels):
    print(f"L=4 level {name}: {value*HARTREE_MHZ:.4f} MHz")
gap = levels[0] - levels[1]
print(f"L=4 separation of J=4 levels: {gap*HARTREE_MHZ:.4f} MHz "
      f"= {gap:.4e} hartree")
theta = 0.5 * np.degrees(np.arctan2(2*w, 2*k + beta/4))
print(f"L=4 mixing angle theta = {theta:.3f} degrees")
_, _, a1, a2 = uncoupled(l, 1.0, k / beta)
print(f"L=4 upper J=4 state: <l.s1> = {a1:.4f}, <l.s2> = {a2:.4f}")
_, equal, _, _ = uncoupled(l, 1.0, w / beta)
print(f"L=4 with K set equal to W: singlet weight of lower state = {1-equal:.4f}")
_, zero, _, _ = uncoupled(l, 1.0, 0.0)
limit = 0.5 * (1 - 1 / sqrt(1 + 36*l*(l + 1)))
assert abs(1 - zero - limit) < 1e-9
print(f"L=4 with K = 0: singlet weight of lower state = {1-zero:.4f}")

# Large-L limit without exchange: energies (beta L/2)(m2 - 2 m1)
l = 20
energy, _, _, _ = uncoupled(l, 1.0, 0.0)
edges = np.cumsum([0, 2*l + 1, 2*l + 3, 2*l - 1, 2*l + 1])
found = np.array([energy[a:b].mean() for a, b in zip(edges[:-1], edges[1:])]) / l
simple = np.sort([(m2 - 2*m1)/2 for m1 in (-0.5, 0.5) for m2 in (-0.5, 0.5)])
assert np.max(np.abs(found - simple)) < 0.04   # corrections of order 1/L
print("L=20, K=0: levels/(beta L) = " + ", ".join(f"{x:.4f}" for x in found))
print("spin-projection limit = " + ", ".join(f"{x:.4f}" for x in simple))
print("every check passed")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353
1 hartree = 6.579684e+09 MHz
principal quantum number n = 10
L=2: beta=23.3585 MHz, W=42.9123 MHz, K=4091 MHz
   K/W=95.34, singlet weight of lower J=L state=2.746e-05
   K/(upper estimate K0)=0.233, penetration fraction of <r^-3>=9.19e-03
L=3: beta=8.3423 MHz, W=21.6740 MHz, K=29.08 MHz
   K/W=1.342, singlet weight of lower J=L state=0.09415
   K/(upper estimate K0)=0.262, penetration fraction of <r^-3>=1.19e-04
L=4: beta=3.8931 MHz, W=13.0578 MHz, K=0.1047 MHz
   K/W=0.008015, singlet weight of lower J=L state=0.4774
   K/(upper estimate K0)=0.282, penetration fraction of <r^-3>=6.83e-07
L=5: beta=2.1235 MHz, W=8.7232 MHz, K=0.000212 MHz
   K/W=2.43e-05, singlet weight of lower J=L state=0.4848
   K/(upper estimate K0)=0.295, penetration fraction of <r^-3>=2.03e-09
L=6: beta=1.2834 MHz, W=6.2382 MHz, K=2.517e-07 MHz
   K/W=4.035e-08, singlet weight of lower J=L state=0.4871
   K/(upper estimate K0)=0.306, penetration fraction of <r^-3>=3.32e-12
L=7: beta=0.8342 MHz, W=4.6821 MHz, K=1.736e-10 MHz
   K/W=3.708e-11, singlet weight of lower J=L state=0.4889
   K/(upper estimate K0)=0.314, penetration fraction of <r^-3>=3.03e-15
from L=3 to L=4: K falls by factor 277.8, W by factor 1.660
L=2: singlet weight with 5K: 1.1e-06, with K/5: 0.0006813
L=3: singlet weight with 5K: 0.005389, with K/5: 0.3492
L=4: singlet weight with 5K: 0.4614, with K/5: 0.4806
L=2: weak-mixing estimate (W/2K)^2 = 2.75e-05
L=4 level upper J=4: 12.5845 MHz
L=4 level lower J=4: -13.5578 MHz
L=4 level J=5: -3.2899 MHz
L=4 level J=3: 6.1521 MHz
L=4 separation of J=4 levels: 26.1423 MHz = 3.9732e-09 hartree
L=4 mixing angle theta = 43.704 degrees
L=4 upper J=4 state: <l.s1> = -2.4725, <l.s2> = 1.9951
L=4 with K set equal to W: singlet weight of lower state = 0.1400
L=4 with K = 0: singlet weight of lower state = 0.4814
L=20, K=0: levels/(beta L) = -0.7748, -0.2384, 0.2760, 0.7623
spin-projection limit = -0.7500, -0.2500, 0.2500, 0.7500
every check passed
```
